\section*{Rank-three laminates and the Hashin-Shtrikman bounds on permittivity}

\section{One stack of layers}

Take flat layers of two isotropic, lossless dielectrics. One, the core phase, has permittivity $\epsilon_c$ and fills the fraction $p$ of the stack. The other, the matrix phase, has permittivity $\epsilon_m\neq\epsilon_c$ and fills the rest. All permittivities are positive and relative to vacuum, and fields vary slowly enough for electrostatics to hold.

If the mean field $E$ lies along the layers, its continuity gives both phases the same field. The effective permittivity is then the arithmetic mean $a=p\epsilon_c+(1-p)\epsilon_m$. If the field is normal to the layers, $D$ is the same in both phases, the fields are $D/\epsilon_c$ and $D/\epsilon_m$, and the effective permittivity is the harmonic mean
\begin{equation}
h=\frac{\epsilon_c\epsilon_m}{p\epsilon_m+(1-p)\epsilon_c}.
\end{equation}
For 25\,\% pores ($\epsilon_c=1$) in a skeleton with $\epsilon_m=2.9$, these are $a=2.425$ and $h=1.966$. This single stack is clearly anisotropic.

The two results become simple when written as deviations from the matrix. Along the layers $a-\epsilon_m=p(\epsilon_c-\epsilon_m)$, so
\begin{equation}
\frac{p}{a-\epsilon_m}=\frac{1}{\epsilon_c-\epsilon_m}.
\label{tang}
\end{equation}
Along the normal,
\begin{align}
h-\epsilon_m&=\epsilon_m\frac{\epsilon_c-p\epsilon_m-(1-p)\epsilon_c}{p\epsilon_m+(1-p)\epsilon_c}
=\frac{p\,\epsilon_m(\epsilon_c-\epsilon_m)}{p\epsilon_m+(1-p)\epsilon_c},\\
\frac{p}{h-\epsilon_m}&=\frac{\epsilon_m+(1-p)(\epsilon_c-\epsilon_m)}{\epsilon_m(\epsilon_c-\epsilon_m)}
=\frac{1}{\epsilon_c-\epsilon_m}+\frac{1-p}{\epsilon_m}.
\label{norm}
\end{align}
Layering therefore adds the term $(1-p)/\epsilon_m$ to the inverse deviation in the normal direction, and nothing in the other two. Three layerings along $x$, $y$ and $z$ can share this term equally.

\section{Three layerings}

Cut the first stack, with normal $x$, into slabs much thicker than its period, and alternate them with slabs of pure matrix along $y$. Repeat along $z$ on a still coarser scale. In the limit of infinite separation between successive scales, each finer composite acts as a homogeneous medium inside the next. This limit is part of the statement; a finite structure only approaches the result.

Let $p_j$ be the fraction of the previous composite in layering $j$, and let $A^{(j)}_i$ be the permittivity along axis $i$ after it, with $A^{(0)}_i=\epsilon_c$. The normals lie along the axes, so the tensors stay diagonal. A mean field along an axis produces fields and displacements along that axis alone, and the scalar calculation above applies with $\epsilon_c$ replaced by $A^{(j-1)}_i$:
\begin{equation}
\frac{p_j}{A_i^{(j)}-\epsilon_m}=\frac{1}{A_i^{(j-1)}-\epsilon_m}+\delta_{ij}\frac{1-p_j}{\epsilon_m}.
\end{equation}
Define $P_0=1$ and $P_j=p_1\cdots p_j$. Multiplying by $P_{j-1}$ and using $P_{j-1}p_j=P_j$ gives
\begin{equation}
\frac{P_j}{A_i^{(j)}-\epsilon_m}=\frac{P_{j-1}}{A_i^{(j-1)}-\epsilon_m}+\delta_{ij}\frac{P_{j-1}-P_j}{\epsilon_m}.
\end{equation}
The first term on the right is the left side of the previous step, so the three equations add up. The total core fraction is $f=P_3$, and
\begin{equation}
\frac{f}{A_i^{(3)}-\epsilon_m}=\frac{1}{\epsilon_c-\epsilon_m}+\frac{P_{i-1}-P_i}{\epsilon_m}.
\label{general}
\end{equation}
The tensor is isotropic if and only if the three differences $P_{i-1}-P_i$ are equal. They sum to $1-f\equiv g$, so each must be $g/3$. Hence $P_j=1-jg/3$ and
\begin{equation}
p_1=1-\frac g3,\qquad p_2=\frac{1-2g/3}{1-g/3},\qquad p_3=\frac{1-g}{1-2g/3}.
\end{equation}
The isotropic permittivity is
\begin{equation}
\epsilon_*=\epsilon_m+\frac{f}{\dfrac{1}{\epsilon_c-\epsilon_m}+\dfrac{g}{3\epsilon_m}}.
\label{HS}
\end{equation}

For the porous skeleton, $f=0.25$ and $g=0.75$. The cumulative fractions are $0.75$, $0.50$, $0.25$, so $p_1=0.750$, $p_2=0.667$, $p_3=0.500$, and
\begin{equation}
\epsilon_*=2.9-\frac{0.25}{1/1.9-0.75/8.7}=2.332 .
\end{equation}
Equal fractions $p_j=0.25^{1/3}=0.630$ at the same porosity give $2.273$, $2.339$ and $2.374$ along $x$, $y$, $z$. Matrix then fills the share $1-0.63=0.37$ of the first stack instead of $0.25$. By (\ref{general}) this enlarges the deviation from $\epsilon_m$ along $x$ and lowers that component.

\section{The bound}

We now show that (\ref{HS}) is the extreme value for any isotropic permittivity at given $f$. Consider a periodic composite with cell average $\langle\cdot\rangle$ and local permittivity $\epsilon(\mathbf x)$. The field is $\mathbf e=\mathbf E+\nabla\phi$ with $\phi$ periodic, and the effective tensor is defined by $\langle\epsilon\mathbf e\rangle=\boldsymbol\epsilon_*\mathbf E$ when $\nabla\cdot(\epsilon\mathbf e)=0$. This field equation is the stationarity condition of the convex functional $\langle\epsilon|\mathbf e|^2\rangle$. At the minimum $\langle\nabla\phi\cdot\epsilon\mathbf e\rangle=0$ by partial integration, so
\begin{equation}
\mathbf E\cdot\boldsymbol\epsilon_*\mathbf E=\min_\phi\langle\epsilon|\mathbf e|^2\rangle .
\end{equation}

\subsection{Matrix of higher permittivity}

Let $\Delta=\epsilon_m-\epsilon_c>0$, and let $\chi$ be 1 in the core and 0 in the matrix. For any constant vector $\mathbf t$, $\Delta|\mathbf e-\mathbf t/\Delta|^2\ge0$ gives $\Delta|\mathbf e|^2\ge2\mathbf e\cdot\mathbf t-|\mathbf t|^2/\Delta$. Therefore
\begin{align}
\langle\epsilon|\mathbf e|^2\rangle&=\epsilon_m\langle|\mathbf e|^2\rangle-\Delta\langle\chi|\mathbf e|^2\rangle\nonumber\\
&\le\epsilon_m\langle|\mathbf e|^2\rangle-2\langle\chi\,\mathbf e\cdot\mathbf t\rangle+\frac{f|\mathbf t|^2}{\Delta}.
\label{trial}
\end{align}
This holds for every $\phi$, so it holds between the minima of the two sides.

The right side is minimized in Fourier space. Write $\chi=\sum\chi_{\mathbf k}e^{i\mathbf k\cdot\mathbf x}$, and $\phi$ likewise. Since $\langle\nabla\phi\rangle=0$, each $\mathbf k\ne0$ contributes
\begin{equation}
\epsilon_mk^2|\phi_{\mathbf k}|^2-2\,\mathrm{Re}\left[i(\mathbf k\cdot\mathbf t)\chi_{\mathbf k}^*\phi_{\mathbf k}\right].
\end{equation}
Completing the square puts the minimum at $\phi_{\mathbf k}=-i(\mathbf k\cdot\mathbf t)\chi_{\mathbf k}/(\epsilon_mk^2)$, with value $-|\chi_{\mathbf k}|^2(\hat{\mathbf k}\cdot\mathbf t)^2/\epsilon_m$. Parseval's relation gives $\sum_{\mathbf k\ne0}|\chi_{\mathbf k}|^2=\langle\chi^2\rangle-f^2=fg$. The matrix
\begin{equation}
M=\frac{1}{fg}\sum_{\mathbf k\neq0}|\chi_{\mathbf k}|^2\,\hat{\mathbf k}\hat{\mathbf k}^{T}
\end{equation}
is thus positive semidefinite with unit trace, and it carries all the geometry that enters:
\begin{equation}
\mathbf E\cdot\boldsymbol\epsilon_*\mathbf E\le\epsilon_m|\mathbf E|^2-2f\,\mathbf E\cdot\mathbf t+f\,\mathbf t\cdot B\,\mathbf t,\qquad B=\frac{I}{\Delta}-\frac{gM}{\epsilon_m}.
\end{equation}
The eigenvalues of $M$ do not exceed 1 and $g/\epsilon_m<1/\Delta$, so $B$ is positive definite. The best choice is $\mathbf t=B^{-1}\mathbf E$, and
\begin{equation}
\epsilon_mI-\boldsymbol\epsilon_*\ge fB^{-1}.
\label{matrixbound}
\end{equation}
Inversion reverses an inequality $X\ge Y>0$: the eigenvalues of $Y^{-1/2}XY^{-1/2}$ are at least 1, so those of its inverse are at most 1. Hence $f(\epsilon_mI-\boldsymbol\epsilon_*)^{-1}\le B$. If $\boldsymbol\epsilon_*=\epsilon I$, the trace is
\begin{equation}
\frac{3f}{\epsilon_m-\epsilon}\le\frac{3}{\Delta}-\frac{g}{\epsilon_m},
\end{equation}
and solving for $\epsilon$ gives $\epsilon\le\epsilon_*$ with $\epsilon_*$ from (\ref{HS}). The geometry has dropped out because $M$ enters through its trace. Isotropy of the permittivity was used, but not isotropy of the microstructure.

\subsection{Matrix of lower permittivity}

Now let $\Delta'=\epsilon_c-\epsilon_m>0$. The same square bounds the energy from below:
\begin{equation}
\langle\epsilon|\mathbf e|^2\rangle\ge\epsilon_m\langle|\mathbf e|^2\rangle+2\langle\chi\,\mathbf e\cdot\mathbf t\rangle-\frac{f|\mathbf t|^2}{\Delta'}.
\end{equation}
The linear term has changed sign, which leaves the Fourier minimum unchanged. Maximizing over $\mathbf t$ gives
\begin{equation}
\boldsymbol\epsilon_*-\epsilon_mI\ge f\left[\frac{I}{\Delta'}+\frac{gM}{\epsilon_m}\right]^{-1}.
\end{equation}
Inversion and the trace yield $3f/(\epsilon-\epsilon_m)\le3/\Delta'+g/\epsilon_m$, so (\ref{HS}) is now a lower bound. The laminate is a limit of periodic composites and has exactly this permittivity. Both Hashin-Shtrikman bounds are therefore sharp: the upper one with the high-permittivity phase as matrix, the lower one with the roles exchanged.

With solid as core, $f=0.75$ and $g=0.25$, the layer fractions are $0.917$, $0.909$, $0.900$, and the lower bound is $1+0.75/(1/1.9+0.25/3)=2.230$. Here every piece of solid is surrounded by void, so the structure could not support itself.

\section{Why the laminate attains the bound}

The step (\ref{trial}) loses nothing if the core field is uniform and equal to $\mathbf t/\Delta$. In the laminate every layering passes a uniform field to the finer composite, so all core layers carry one field $\mathbf E_c$. The average of $(\epsilon-\epsilon_m)\mathbf e$ has contributions from the core alone, hence $(\epsilon_*-\epsilon_m)\mathbf E=f(\epsilon_c-\epsilon_m)\mathbf E_c$ and
\begin{equation}
\mathbf E_c=\frac{\epsilon_m-\epsilon_*}{f(\epsilon_m-\epsilon_c)}\,\mathbf E .
\label{core}
\end{equation}
In the example the factor is $0.568/0.475=1.196$ for every field direction.

The layer fractions also have a meaning in Fourier space. With periods in the ratio $1:R:R^2$, the core regions are bricks, and $\chi$ is a product of three one-dimensional indicator functions. The wavevector components are proportional to $m_1$, $m_2/R$ and $m_3/R^2$ with integer $m_i$. For fixed $m_i$ with $m_1\ne0$, the wavevector turns towards $x$ as $R\to\infty$. Waves with $m_2$ or $m_3$ large enough to prevent this carry a vanishing share of the weight. All waves with $m_1\ne0$ together have the weight $(p_1-p_1^2)p_2p_3=f(1-p_1)$. Waves with $m_1=0$, $m_2\neq0$ point along $y$ and have weight $p_1^2(p_2-p_2^2)p_3=fp_1(1-p_2)$. The rest point along $z$ with weight $fp_1p_2(1-p_3)$. Division by $fg$ gives $M_{ii}=(P_{i-1}-P_i)/g$, which is $1/3$ for the chosen fractions.

\section{Limits}

For few inclusions, $f\to0$ and $g\to1$, (\ref{HS}) and (\ref{core}) give
\begin{equation}
\mathbf E_c\to\frac{3\epsilon_m}{\epsilon_c+2\epsilon_m}\,\mathbf E .
\end{equation}
This is the field in an isolated sphere. With potential $-E_cr\cos\theta$ inside radius $r_0$ and $(-Er+b/r^2)\cos\theta$ outside, continuity requires $E_c=E-b/r_0^3$ and $\epsilon_cE_c=\epsilon_m(E+2b/r_0^3)$. Eliminating $b$ gives the same factor. Dilute spheres and dilute laminate cores thus have the same effect on the permittivity to first order in $f$.

For weak contrast $\delta=\epsilon_c-\epsilon_m$, expansion of (\ref{HS}) gives
\begin{equation}
\epsilon_*=\epsilon_m+f\delta-\frac{fg\,\delta^2}{3\epsilon_m}+O(\delta^3).
\end{equation}
Exchanging the roles of the phases replaces $\epsilon_m$ in the last denominator by $\epsilon_c$, which is a change of third order. The two bounds therefore agree through second order. Even at the contrast of the example, the interval from $2.230$ to $2.332$ is only 4.6\,\% of its lower end.

Cubic pores on a cubic lattice, with the same porosity, give $2.325$ in a finite-element calculation. This lies 0.3\,\% below the upper bound. The discretized energy can only overestimate the permittivity, so the calculation does confirm that cubes stay below the bound.

The bound (\ref{matrixbound}) was also tested where $M$ is far from $I/3$: bricks with edges $0.750$, $0.667$ and $0.500$ in a unit cubic cell, for which $M$ has diagonal $0.227$, $0.299$, $0.474$. With $\epsilon_c=1$ and $\epsilon_m=12$, the computed permittivities lie about 1 to 2\,\% below their directional bounds.

\section{Finite scale ratio}

At the faces where a layered slab meets pure matrix, the fields of the infinite limit in general do not match. A disturbance with the period $L$ of the finer layers decays into the pure matrix as $e^{-2\pi s/L}$ with distance $s$ from the face, and into the layered slab over a length that is also of order $L$, so it fills a volume fraction of order $1/R$. Finite-element solutions for the brick arrays of the example show the effect:
\begin{center}
\begin{tabular}{ccccc}
$R$ & $x$ & $y$ & $z$ & largest deviation from (\ref{HS})\\
10 & 2.3336 & 2.3319 & 2.3283 & 0.16\,\%\\
20 & 2.3328 & 2.3320 & 2.3302 & 0.08\,\%\\
40 & 2.3323 & 2.3320 & 2.3311 & 0.04\,\%
\end{tabular}
\end{center}
The deviation roughly halves when $R$ doubles. At $R=10$ the mesh error is about one unit in the last digit of the permittivities. Removing the $1/R$ term from the last two rows gives $2.332$ in all three directions. The $x$ values above $2.3320$ do not violate the bound: (\ref{HS}) limits an isotropic permittivity, while for an anisotropic tensor the trace inequality limits the three components jointly.

\section{A porous interlayer dielectric}

The numbers used here are round, roughly typical values for a porous organosilicate film between metal lines. Take a gap of 20\,nm, a line height of 40\,nm and 0.7\,V. Without fringing fields, the capacitance per length at the upper bound is $\epsilon_0\times2.332\times40/20=41.3$\,aF/$\mu$m.

The mean field is 0.35\,MV/cm, and the pore field is 1.196 times larger. The peak field in the skeleton, taken here over the uniform layer fields of the infinite limit, depends on direction, although the permittivity does not. The small regions near the edges of the bricks are left out; at an ideally sharp edge the continuum field grows without limit, so the values below are layer fields and not true maxima. For a field along $z$ or $y$, a normal layering first raises the field in the finer composite, and matrix layers parallel to the field inside it share the pore value, 0.42\,MV/cm. For a field along $x$, the two coarser layerings are parallel to it and the finest lowers the field in the matrix, so no skeleton layer has more than the mean field. A rough breakdown strength of 5\,MV/cm is 12 times the larger of these layer fields. Direct tunnelling through a 3\,eV barrier, lowered by half the applied voltage and with the free electron mass, has a probability of about $10^{-145}$. The effective mass in silica is nearer half the free mass, which raises this to about $10^{-102}$, still negligible. This does not cover leakage through defects.

Real films break the assumption of separated scales. If the thinnest layer is 1\,nm, the first period must be $1/0.25=4$\,nm, and a scale ratio of 10 leads to periods of 4, 40 and 400\,nm. The last is twenty times the gap, so the laminate shows what the bound permits and is not a film for this gap. Real pores are irregular; if their arrangement is isotropic and the film is thick compared with it, the two-phase model confines the permittivity to $2.23$--$2.33$. Adsorbed water can matter more than pore shape. Suppose it fills 2\,\% of the pore volume with a rough bulk permittivity of 80. The bounds applied to the pore contents give a pore permittivity between $1.06$ and $2.07$. Inserted as $\epsilon_c$ in (\ref{HS}), these values raise the film from $2.33$ to between $2.35$ and $2.68$, an increase of 1 to 15\,\%. Water in nanometre pores need not have its bulk permittivity, so this range is an estimate of size. The full set of values is in the numerical output.

\section*{Computed values}
\begin{verbatim}
Skeleton, pore permittivity (input): 2.90 1.00
Porosity (input): 0.25
Layer fractions p1 p2 p3, pore core: 0.7500 0.6667 0.5000
Cumulative fractions P1 P2 P3: 0.7500 0.5000 0.2500
Laminate permittivity xx yy zz, pore core: 2.3320 2.3320 2.3320
Hashin-Shtrikman upper bound: 2.3320
Layer fractions p1 p2 p3, solid core: 0.9167 0.9091 0.9000
Laminate permittivity xx yy zz, solid core: 2.2302 2.2302 2.2302
Hashin-Shtrikman lower bound: 2.2302
Harmonic and arithmetic limits: 1.9661 2.4250
Equal layer fraction p: 0.6300
Permittivity xx yy zz with equal p: 2.2730 2.3394 2.3744
Cubic pores on cubic lattice, finite elements: 2.3247
M diagonal, brick in cubic cell: 0.2270 0.2986 0.4744
Bound slack x y z, core 1 in matrix 12: 0.996 1.334 2.108 %
Bound slack x y z, core 12 in matrix 1: 4.930 4.309 2.990 %
Finite scale ratio R=10, permittivity x y z: 2.3336 2.3319 2.3283
Largest deviation from bound, R=10: 0.158 %
Finite scale ratio R=20, permittivity x y z: 2.3328 2.3320 2.3302
Largest deviation from bound, R=20: 0.075 %
Finite scale ratio R=40, permittivity x y z: 2.3323 2.3320 2.3311
Largest deviation from bound, R=40: 0.036 %
Extrapolated to infinite R, x y z: 2.3319 2.3320 2.3320
M diagonal at R=40: 0.3316 0.3328 0.3356
Line gap, line height (input): 20.0 40.0 nm
Voltage (input): 0.70 V
Parallel-plate line capacitance at upper bound: 41.30 aF/um
Mean field: 0.350 MV/cm
Pore field / mean field, x y z: 1.1959 1.1959 1.1959
Peak skeleton field / mean field, x y z: 1.0000 1.1959 1.1959
Peak skeleton field: 0.419 MV/cm
Rough skeleton breakdown strength (input): 5.0 MV/cm
Strength / peak skeleton field: 11.9
Thinnest layer assumed (input): 1.0 nm
Layer periods needed at scale ratio 10: 4.0 40.0 400.0 nm
Water share of pore volume (input): 2.0 %
Water permittivity, rough (input): 80
Wet pore permittivity, low and high estimate: 1.0589 2.0669
Wet film permittivity, low and high estimate: 2.3529 2.6756
Tunnel barrier, rough (input): 3.0 eV
log10 of direct tunnelling probability: -145
\end{verbatim}
